**Quantum synchrotron spectrum and the reduction of radiated power**

For an electron with Lorentz factor γ under a transverse force F, the program tests the photon spectrum as a function of χ = γF/c³ (atomic units) and of x, the photon's share of the electron energy. The spectrum has a recoil term, a spin term present without polarization, and a term proportional to s_B, the mean spin along the magnetic field. At small χ the power relative to Larmor's is 1 − (55√3/16 + 3s_B/2)χ.

The program asserts that the field solution satisfies the Dirac equation and that the two-time sum of the emission vertex over final spin and polarization agrees with explicit four-component spinors. It also asserts that the spectrum agrees with numerically integrated time amplitudes, for several spin directions and for a spinless charge. Quadrature of the full spectrum reproduces the linear coefficients, and the quadratic coefficients 48 for an unpolarized electron and 42 for a spinless charge. For a 10¹⁰ eV electron the output gives a power ratio of 0.921 at χ = 0.0148, where the linear law gives 0.912. At χ = 0.148 the ratio is 0.570 and the linear law fails.

## Verification by program

```python
"""Quantum synchrotron emission by a relativistic electron (atomic units).

Result under test, with x = photon energy / electron energy, u = x/(1-x),
chi = gamma*F/c^3 (F = transverse force), xi = 2u/(3 chi), and s_B = mean
rest-frame Pauli spin along the magnetic field:
  dN/(dt dx) = c/(sqrt(3) pi gamma) * { int_xi^inf K_5/3
               + x^2/(1-x) K_2/3(xi) - x s_B K_1/3(xi) }
  power / Larmor power = 1 - (55 sqrt(3)/16 + 3 s_B/2) chi + ...
P = (E/c + p_z)/2 and K = (omega/c + k_z)/2 are light-front momenta,
T = (t + z/c)/2 is light-front time, pi is the transverse kinetic momentum,
q = k - x*pi is the relative transverse momentum of photon and electron.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import kv, gamma as gamma_fn, comb

# ---------- Dirac matrices and light-front spinors ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one4 = np.eye(4)
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2))
c_test = 2.0   # the algebra holds for any value of c


def spin_state(direction):
    matrix = sum(d * s for d, s in zip(direction, pauli))
    return np.linalg.eigh(matrix)[1][:, 1]


def dressed_spinor(spin, pi, P):
    """Four-spinor whose (1+alpha_z)/2 part comes from a rest spinor."""
    c = c_test
    good = np.sqrt(2) * 0.5 * (one4 + alpha[2]) @ np.kron([1, 0], spin)
    coupling = c * (alpha[0] * pi[0] + alpha[1] * pi[1]) + beta * c**2
    return good + coupling @ good / (2 * c * P)


def vertex(spin, pi, k, P, K):
    """Rows: photon polarization x, y. Columns: final spin up, down."""
    out = np.zeros((2, 2), complex)
    for j in range(2):
        a_z = -k[j] / (2 * K)
        operator = alpha[j] + a_z * (one4 + alpha[2])
        for f, final in enumerate(np.eye(2)):
            bra = dressed_spinor(final, pi - k, P - K).conj()
            out[j, f] = bra @ operator @ dressed_spinor(spin, pi, P)
    return out


def cross(a, b):
    return a[0] * b[1] - a[1] * b[0]


def minus_energy(pi, P, mass=1.0):
    """E - c p_z found from the ordinary square-root energy."""
    c = c_test
    p_z = P - (np.dot(pi, pi) + (mass * c)**2) / (4 * P)
    energy = c * np.sqrt(np.dot(pi, pi) + p_z**2 + (mass * c)**2)
    assert abs(energy + c * p_z - 2 * c * P) < 1e-10
    return energy - c * p_z, energy, p_z


# Free spinors must be eigenvectors of the Dirac Hamiltonian.
P0, pi_a, pi_b = 3.0, np.array([0.7, -0.4]), np.array([-0.3, 0.9])
k0, x0 = np.array([0.5, 0.2]), 0.45
K0 = x0 * P0
direction = np.array([0.36, 0.48, 0.80])
spin0 = spin_state(direction)
_, energy, p_z = minus_energy(pi_a, P0)
hamiltonian = c_test * sum(
    a * p for a, p in zip(alpha, [pi_a[0], pi_a[1], p_z])) + beta * c_test**2
psi = dressed_spinor(spin0, pi_a, P0)
assert np.allclose(hamiltonian @ psi, energy * psi, atol=1e-11)

# The state in the crossed field must solve the full Dirac equation.
force_fd = 0.8


def field_state(position):
    t, xx, yy, zz = position
    c = c_test
    T, S = (t + zz / c) / 2, (t - zz / c) / 2
    pi = pi_a + np.array([force_fd * T, 0.0])
    action = c / (2 * P0) * ((pi_a @ pi_a + c**2) * T
                             + pi_a[0] * force_fd * T**2
                             + force_fd**2 * T**3 / 3)
    phase = pi_a[0] * xx + pi_a[1] * yy - 2 * c * P0 * S - action
    return dressed_spinor(spin0, pi, P0) * np.exp(1j * phase)


point, step = np.array([0.3, -0.2, 0.5, 0.4]), 1e-4
grad = [(field_state(point + step * e) - field_state(point - step * e))
        / (2 * step) for e in np.eye(4)]
T_point = (point[0] + point[3] / c_test) / 2
psi = field_state(point)
right_side = sum(-1j * c_test * alpha[i] @ grad[i + 1] for i in range(3))
right_side = right_side + (alpha[0] * c_test * force_fd * T_point
                           + beta * c_test**2) @ psi
dirac_residual = (np.linalg.norm(1j * grad[0] - right_side)
                  / np.linalg.norm(right_side))
assert dirac_residual < 1e-5   # second-order finite differences

# Phase rate: sum of square-root energies against the compact form.
q_a, q_b = k0 - x0 * pi_a, k0 - x0 * pi_b
defect = (minus_energy(pi_a - k0, P0 - K0)[0]
          + minus_energy(k0, K0, 0.0)[0] - minus_energy(pi_a, P0)[0])
compact = (c_test * (q_a @ q_a + x0**2 * c_test**2)
           / (2 * P0 * x0 * (1 - x0)))
assert abs(defect / compact - 1) < 1e-10

# Two-time spin sum: explicit spinors against the compact form.
m_a = vertex(spin0, pi_a, k0, P0, K0)
m_b = vertex(spin0, pi_b, k0, P0, K0)
explicit = np.sum(m_b.conj() * m_a)
formula = (2 * (1 + (1 - x0)**2) * (q_a @ q_b) + 2 * x0**4 * c_test**2
           + 2j * x0**2 * (1 - x0) * c_test * cross(q_b - q_a, direction)
           - 2j * x0 * (2 - x0) * cross(q_b, q_a) * direction[2])
formula /= (2 * P0 * x0 * (1 - x0))**2
assert abs(explicit - formula) < 1e-11 * max(1, abs(formula))

# Spinless charge: Klein-Gordon current against its compact vertex.
_, e_i, pz_i = minus_energy(pi_a, P0)
_, e_f, pz_f = minus_energy(pi_a - k0, P0 - K0)
for j in range(2):
    a_z = -k0[j] / (2 * K0)
    current = ((2 * pi_a - k0)[j] + (pz_i + pz_f) * a_z
               + (e_i + e_f) / c_test * a_z) / (2 * np.sqrt(P0 * (P0 - K0)))
    assert abs(current + q_a[j] / (x0 * P0 * np.sqrt(1 - x0))) < 1e-11


# ---------- magnetic orbit against crossed-field phase rate ----------
def orbit_error(gam, x=0.4):
    c = c_test
    E = gam * c**2
    p = c * np.sqrt(gam**2 - 1)
    worst = 0.0
    for z in (0.0, 1.0, 2.0):
        for eta in (0.0, 0.7, 1.5):
            angle, tilt = z / gam, eta / gam
            mom = p * np.array([np.sin(angle), 0, np.cos(angle)])
            k = x * E / c * np.array([0, np.sin(tilt), np.cos(tilt)])
            rest = mom - k
            exact = c * np.sqrt(rest @ rest + c**2) + x * E - E
            approx = x / (1 - x) * c**2 / (2 * gam) * (1 + z**2 + eta**2)
            worst = max(worst, abs(exact / approx - 1))
    return worst


error_200, error_2000 = orbit_error(200.0), orbit_error(2000.0)
assert error_2000 < 2e-5 and 50 < error_200 / error_2000 < 200


# ---------- Bessel functions and their tail integrals ----------
t_grid = np.arange(0, 85, 0.04)
t_weight = np.full(t_grid.size, 0.04)
t_weight[0] = 0.02


def tail(order, xi):
    """Integral of K_order from xi to infinity."""
    kernel = np.cosh(order * t_grid) / np.cosh(t_grid) * t_weight
    return np.exp(-np.multiply.outer(xi, np.cosh(t_grid))) @ kernel


direct_tail = quad(lambda s: kv(5 / 3, s), 0.7, 60, epsabs=1e-12)[0]
assert abs(tail(5 / 3, 0.7) - direct_tail) < 1e-9
assert abs(2 * kv(2 / 3, 0.7) - tail(1 / 3, 0.7) - direct_tail) < 1e-9


# ---------- spectrum from numerical time amplitudes ----------
def amplitude_rate(x, chi, spin=None):
    """Rate per x from |time integral|^2, integrated over directions.
    Force along x, magnetic field along y; spin=None: spinless charge."""
    c, P = c_test, P0
    F = chi * c**4 / P
    zero = np.zeros(2)
    if spin is None:
        slope = -1 / (x * P * np.sqrt(1 - x))
        m0, mx, my = zero, slope * np.array([1, 0]), slope * np.array([0, 1])
    else:
        m0 = vertex(spin, zero, zero, P, x * P)
        mx = vertex(spin, np.array([-1 / x, 0]), zero, P, x * P) - m0
        my = vertex(spin, np.array([0, -1 / x]), zero, P, x * P) - m0
    kappa = x / (1 - x) / (2 * chi)
    d_eta, d_z, total = 0.05, 0.01, 0.0
    for eta in np.arange(-7, 7.001, d_eta):
        z = np.arange(-12, 12, d_z) + 1j * np.sqrt(1 + eta**2)
        wave = np.exp(1j * kappa * ((1 + eta**2) * z + z**3 / 3))
        j0, j1 = wave.sum() * d_z, (z * wave).sum() * d_z
        amp = c / F * ((m0 + x * c * eta * my) * j0 - x * c * mx * j1)
        total += np.sum(np.abs(amp)**2) * x * c * d_eta
    return x * F * c / (4 * np.pi**2 * x) * total


worst_spectrum = 0.0
for x, chi in ((0.45, 0.8), (0.7, 1.5)):
    xi = 2 * x / (1 - x) / (3 * chi)
    prefactor = c_test**2 / (np.sqrt(3) * np.pi * P0)
    for n in ([0, 1, 0], [0, -1, 0], [1, 0, 0], [0, 0, 1]):
        closed = prefactor * ((1 - x + 1 / (1 - x)) * kv(2 / 3, xi)
                              - tail(1 / 3, xi) - x * n[1] * kv(1 / 3, xi))
        ratio = amplitude_rate(x, chi, spin_state(n)) / closed
        worst_spectrum = max(worst_spectrum, abs(ratio - 1))
    ratio = amplitude_rate(x, chi) / (prefactor * tail(5 / 3, xi))
    worst_spectrum = max(worst_spectrum, abs(ratio - 1))
assert worst_spectrum < 1e-7

# ---------- total power by quadrature, and its small-chi series ----------
dv = 0.04
XI = np.exp(np.arange(-75, 5, dv))
TAIL53, K23, K13 = tail(5 / 3, XI), kv(2 / 3, XI), kv(1 / 3, XI)


def spectral_moment(chi, power, s_B=0.0, spin_term=1.0):
    """Integral over x of x^power times the spectral bracket."""
    u = 1.5 * chi * XI
    x = u / (1 + u)
    bracket = TAIL53 + spin_term * u**2 / (1 + u) * K23 - s_B * x * K13
    return np.sum(x**power / (1 + u)**2 * bracket * u) * dv


def power_ratio(chi, s_B=0.0, spin_term=1.0):
    emitted = spectral_moment(chi, 1, s_B, spin_term) / (np.sqrt(3) * np.pi)
    return emitted / (2 * chi**2 / 3)   # both powers in units of c^3


def fitted_coefficients(**options):
    h = 5e-4
    n = np.arange(1, 6)
    slopes = np.array([(power_ratio(h * i, **options) - 1) / (h * i)
                       for i in n])
    solution = np.linalg.solve(np.vander(n, increasing=True).astype(float),
                               slopes)
    return solution / h**np.arange(5)


def bessel_moment(mu, nu):
    return (2.0**(mu - 1) * gamma_fn((1 + mu + nu) / 2)
            * gamma_fn((1 + mu - nu) / 2))


def series_coefficient(n):
    """Coefficient of chi^n for an unpolarized electron."""
    recoil = (n + 1) / 2 * bessel_moment(n + 2, 5 / 3)
    spin = comb(n + 1, 3) * bessel_moment(n + 1, 2 / 3)
    return ((-1)**n * np.sqrt(3) / (2 * np.pi) * 1.5**(n + 2)
            * (recoil + spin))


linear = -55 * np.sqrt(3) / 16
fit = fitted_coefficients()
fit_scalar = fitted_coefficients(spin_term=0.0)
fit_up = fitted_coefficients(s_B=1.0)
assert abs(power_ratio(1e-7) - 1) < 1e-6
assert abs(fit[0] - linear) < 1e-5 and abs(fit_scalar[0] - linear) < 1e-5
assert abs(fit_up[0] - linear + 1.5) < 1e-5
assert abs(fit[1] - 48) < 0.01 and abs(fit_scalar[1] - 42) < 0.01
for n in (1, 2, 3):
    assert abs(fit[n - 1] / series_coefficient(n) - 1) < 2e-3

# ---------- worked example ----------
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
c = 1 / const.fine_structure
beam_eV = 1e10
gam = beam_eV / hartree / c**2
print(f"Dirac equation residual in the field: {dirac_residual:.1e}")
print(f"phase-rate error on orbit, gamma=200: {error_200:.2e}")
print(f"phase-rate error on orbit, gamma=2000: {error_2000:.2e}")
print(f"largest relative spectrum error: {worst_spectrum:.1e}")
print(f"linear coefficient, formula: {linear:.6f}")
print(f"linear coefficient, quadrature: {fit[0]:.6f}")
print(f"linear coefficient, spinless: {fit_scalar[0]:.6f}")
print(f"linear coefficient, s_B=+1: {fit_up[0]:.6f}")
print(f"quadratic coefficient, electron: {fit[1]:.3f}")
print(f"quadratic coefficient, spinless: {fit_scalar[1]:.3f}")
print(f"cubic coefficient, formula: {series_coefficient(3):.2f}")
print(f"speed of light: {c:.4f} a.u.")
print(f"beam energy: {beam_eV:.3e} eV")
print(f"gamma: {gam:.1f}")
print(f"critical force c^3: {c**3 * hartree / bohr:.4e} eV/angstrom")
for force_eV in (100.0, 1000.0):
    F = force_eV / (hartree / bohr)
    chi = gam * F / c**3
    larmor = 2 * gam**2 * F**2 / (3 * c**4) * hartree / bohr
    ratio = power_ratio(chi)
    photons = spectral_moment(chi, 0) / (np.sqrt(3) * np.pi * gam) / bohr
    length = c**2 / F * bohr
    print(f"--- transverse force: {force_eV:.0f} eV/angstrom")
    print(f"chi: {chi:.5f}")
    print(f"formation length c^2/F: {length:.1f} angstrom")
    print(f"photons per formation length: {photons * length:.5f}")
    print(f"mean path per photon: {1 / photons:.4e} angstrom")
    print(f"mean photon energy: {larmor * ratio / photons:.4e} eV")
    print(f"classical energy loss: {larmor:.2f} eV/angstrom")
    print(f"quantum energy loss: {larmor * ratio:.2f} eV/angstrom")
    print(f"power ratio, full: {ratio:.5f}")
    print(f"power ratio, first order: {1 + linear * chi:.5f}")
    print(f"power ratio, second order: "
          f"{1 + linear * chi + series_coefficient(2) * chi**2:.5f}")
    print(f"power ratio, s_B=+1: {power_ratio(chi, 1.0):.5f}")
    print(f"power ratio, s_B=-1: {power_ratio(chi, -1.0):.5f}")

# Spectra and classical overshoot for the stronger force.
cut = 2 / (3 * chi)
above = quad(lambda s: s * tail(5 / 3, s), cut, cut + 60)[0]
whole = np.sum(XI**2 * TAIL53) * dv
print(f"classical power above beam energy: {100 * above / whole:.3f} %")
print("loss per photon energy, 1/angstrom, at 1000 eV/angstrom:")
print("photon energy (eV), classical, recoil only, full")
scale = 1 / (np.sqrt(3) * np.pi * gam) / bohr
for photon_eV in (1e8, 1e9, 3e9, 6e9, 9e9):
    x = photon_eV / beam_eV
    xi = 2 * x / (1 - x) / (3 * chi)
    classical = scale * x * tail(5 / 3, 2 * x / (3 * chi))
    recoil = scale * x * tail(5 / 3, xi)
    full = recoil + scale * x * x**2 / (1 - x) * kv(2 / 3, xi)
    print(f"{photon_eV:.1e}  {classical:.4e}  {recoil:.4e}  {full:.4e}")

print("checks complete")
```

It prints:

```
Dirac equation residual in the field: 7.2e-08
phase-rate error on orbit, gamma=200: 8.18e-05
phase-rate error on orbit, gamma=2000: 8.18e-07
largest relative spectrum error: 4.7e-14
linear coefficient, formula: -5.953925
linear coefficient, quadrature: -5.953925
linear coefficient, spinless: -5.953925
linear coefficient, s_B=+1: -7.453925
quadratic coefficient, electron: 48.000
quadratic coefficient, spinless: 42.000
cubic coefficient, formula: -479.29
speed of light: 137.0360 a.u.
beam energy: 1.000e+10 eV
gamma: 19569.5
critical force c^3: 1.3233e+08 eV/angstrom
--- transverse force: 100 eV/angstrom
chi: 0.01479
formation length c^2/F: 5110.0 angstrom
photons per formation length: 0.01040
mean path per photon: 4.9152e+05 angstrom
mean photon energy: 6.3744e+07 eV
classical energy loss: 140.79 eV/angstrom
quantum energy loss: 129.69 eV/angstrom
power ratio, full: 0.92112
power ratio, first order: 0.91195
power ratio, second order: 0.92245
power ratio, s_B=+1: 0.90310
power ratio, s_B=-1: 0.93914
--- transverse force: 1000 eV/angstrom
chi: 0.14789
formation length c^2/F: 511.0 angstrom
photons per formation length: 0.00955
mean path per photon: 5.3525e+04 angstrom
mean photon energy: 4.2929e+08 eV
classical energy loss: 14079.28 eV/angstrom
quantum energy loss: 8020.43 eV/angstrom
power ratio, full: 0.56966
power ratio, first order: 0.11950
power ratio, second order: 1.16927
power ratio, s_B=+1: 0.51454
power ratio, s_B=-1: 0.62478
classical power above beam energy: 2.237 %
loss per photon energy, 1/angstrom, at 1000 eV/angstrom:
photon energy (eV), classical, recoil only, full
1.0e+08  2.6909e-06  2.6708e-06  2.6709e-06
1.0e+09  3.4938e-06  3.0842e-06  3.1079e-06
3.0e+09  1.9867e-06  8.7900e-07  9.7217e-07
6.0e+09  6.5420e-07  6.5118e-09  1.1928e-08
9.0e+09  1.9750e-07  7.6741e-24  6.8864e-23
checks complete
```
